\section*{When an Amphoteric Interface Centre Gives Two Capacitance Peaks, part 1}

(Sections cited here and not found follow in the second part.)

\section{The capacitance and the condition for splitting}

An amphoteric centre at a silicon--oxide interface can hold $n=0$, $1$ or $2$ electrons. Its charge is then $+q$, $0$ or $-q$, with $q>0$ the elementary charge. The energies of the three charge states are $0$, $E_1$ and $2E_1+U$. The correlation energy $U$ is thus the extra cost of placing the second electron beside the first. The neutral state holds one unpaired electron, whose spin can point in two directions, so it has degeneracy 2. The other two states have degeneracy 1. The interface carries $N$ such centres per unit area, all with the same $E_1$ and $U$, and they do not interact with each other.

The surface potential $\psi_s$ is the electrostatic potential at the silicon surface relative to the silicon bulk. A positive $\psi_s$ lowers all electron energies at the surface by $q\psi_s$. Let $\mu$ be the Fermi level measured from the valence band edge at the surface, and let $E_1$ be measured from the same edge. The centre is taken to sit at the interface itself, so that its levels move rigidly with the bands there. Lowering the bands by $q\,d\psi_s$ then raises the Fermi level relative to them by the same amount,
\begin{equation}
d\mu=q\,d\psi_s .
\end{equation}
If $Q_{it}$ is the charge per unit area on the centres, their equilibrium capacitance is defined as
\begin{equation}
C_{it}=-\frac{dQ_{it}}{d\psi_s}.
\end{equation}
The minus sign makes it positive, because a higher surface potential attracts electrons and makes $Q_{it}$ more negative. The derivative is taken at fixed temperature $T$, and the occupation is assumed to follow the potential in full equilibrium. The statement to be shown is that $C_{it}$ has two maxima as a function of $\psi_s$ if $U>2kT\ln2$, and one maximum otherwise.

A state with $n$ electrons and energy $E$ has the grand-canonical weight $\exp[(n\mu-E)/kT]$. With $x=\exp[(\mu-E_1)/kT]$ and the degeneracies included, the three charge states have weights $1$, $2x$ and $x^2e^{-U/kT}$. The first and last are equal when $x=e^{U/2kT}$, that is, at $\mu=E_1+U/2$. This is the natural origin for the Fermi level, so define
\begin{equation}
\eta=\frac{\mu-E_1-U/2}{kT},\qquad a=e^{U/2kT}.
\end{equation}
Then $x=a\,e^{\eta}$, and since $e^{-U/kT}=a^{-2}$, the third weight is $a^2e^{2\eta}a^{-2}=e^{2\eta}$. The sum of the weights is
\begin{equation}
Z=1+2a\,e^{\eta}+e^{2\eta}=2e^{\eta}\,(a+\cosh\eta).
\end{equation}
The second form follows by taking out $e^{\eta}$ and using $e^{-\eta}+e^{\eta}=2\cosh\eta$. The correlation energy now enters through the single number $a$, which weighs the neutral state against the two charged ones.

The mean number of electrons is the weighted average of $n$. Subtracting 1 removes the contribution of the neutral state:
\begin{equation}
\langle n\rangle-1=\frac{e^{2\eta}-1}{Z}
=\frac{2e^{\eta}\sinh\eta}{2e^{\eta}(a+\cosh\eta)}
=\frac{\sinh\eta}{a+\cosh\eta}.
\end{equation}
The charge is $Q_{it}=qN(1-\langle n\rangle)$. Because $d\eta/d\psi_s=q/kT$, the capacitance becomes
\begin{equation}
C_{it}=\frac{q^2N}{kT}\,f(\eta),\qquad f=\frac{d\langle n\rangle}{d\eta}.
\end{equation}
The quotient rule gives the numerator $\cosh\eta\,(a+\cosh\eta)-\sinh^2\eta$. With $\cosh^2\eta-\sinh^2\eta=1$ this is $1+a\cosh\eta$, so
\begin{equation}
f(\eta)=\frac{1+a\cosh\eta}{(a+\cosh\eta)^2}.
\label{eq:f}
\end{equation}
The function is even in $\eta$. Its integral over $\eta$ is the total change of $\langle n\rangle$, which is 2. The area under $C_{it}$ against $\psi_s$ is therefore $2qN$, whatever the value of $U$: each centre passes from $+q$ to $-q$. Correlation redistributes the capacitance along the potential axis without changing its area.

To find the maxima, write $c=\cosh\eta\geq1$ and regard $f$ as a function of $c$. Differentiation gives
\begin{equation}
\frac{df}{dc}=\frac{a(a+c)-2(1+ac)}{(a+c)^3}
=\frac{a^2-2-ac}{(a+c)^3}.
\end{equation}
Since $dc/d\eta=\sinh\eta$, the slope of the capacitance curve is
\begin{equation}
\frac{df}{d\eta}=\sinh\eta\;\frac{a^2-2-a\cosh\eta}{(a+\cosh\eta)^3}.
\label{eq:slope}
\end{equation}
One zero is at $\eta=0$. Any other zero must satisfy
\begin{equation}
\cosh\eta_*=a-\frac{2}{a}.
\label{eq:peak}
\end{equation}
A solution with $\eta_*\neq0$ requires the right-hand side to exceed 1. Multiplying $a-2/a>1$ by the positive number $a$ gives
\begin{equation}
a^2-a-2=(a-2)(a+1)>0 .
\end{equation}
The factor $a+1$ is positive, so the condition is $a>2$. Taking the logarithm of $e^{U/2kT}>2$ yields
\begin{equation}
\boxed{\,U>2kT\ln2\,}.
\end{equation}

The signs in \eqref{eq:slope} decide which stationary points are maxima. Suppose first that $a>2$. For small positive $\eta$ the numerator $a^2-2-a\cosh\eta$ is positive and $f$ rises; beyond $\eta_*$ it is negative and $f$ falls. By symmetry there are two maxima at $\pm\eta_*$ and a minimum between them. Suppose instead that $a\leq2$. Then $a^2-2-a\leq0$, and since $\cosh\eta>1$ away from the origin, the numerator is negative for every $\eta\neq0$. The curve falls on both sides of $\eta=0$, which is its one maximum. This second case includes equality and all negative $U$, so the condition is both necessary and sufficient.

The threshold has a simple meaning in terms of populations. At $\eta=0$ the two charged states have equal weight, and the probability that the centre is charged is
\begin{equation}
p=\frac{2}{2+2a}=\frac{1}{1+a}.
\end{equation}
Here $\langle n\rangle=1$, and $n-1$ has square 1 in either charged state and 0 in the neutral one. The variance of $n$ is therefore $p$, which agrees with $f(0)=(1+a)/(1+a)^2$. The condition $a>2$ says $p<1/3$: the capacitance has a central minimum when the neutral state holds more than two thirds of the centres at the symmetry point. The curvature there confirms it. Near $\eta=0$ one has $c-1\simeq\eta^2/2$, so $f''(0)$ equals $df/dc$ at $c=1$:
\begin{equation}
f''(0)=\frac{a^2-a-2}{(1+a)^3}=\frac{a-2}{(1+a)^2}=p-3p^2 .
\end{equation}
For the last form, $p-3p^2=p^2(1/p-3)$ and $1/p=1+a$. A dominant neutral state makes charge hard to add or remove at the midpoint. Moving away from it brings one charged state closer to the neutral one, and the charge then responds more strongly.

At equality, $a=2$, the curvature vanishes and the next order is needed. With $c=1+s$,
\begin{equation}
f=\frac{3+2s}{(3+s)^2}
=\frac13\left(1+\frac{2s}{3}\right)\left(1-\frac{2s}{3}+\frac{s^2}{3}+\dots\right)
=\frac13-\frac{s^2}{27}+\dots
\end{equation}
The linear terms cancel, and the quadratic coefficient in the product is $1/3-4/9=-1/9$. Since $s\simeq\eta^2/2$, this gives $f=1/3-\eta^4/108+\dots$, a single maximum with a flat top.

Just above threshold set $U=2kT\ln2+\delta\,kT$ with $0<\delta\ll1$. Then $a=2e^{\delta/2}\simeq2+\delta$. Equation \eqref{eq:peak} gives
\begin{equation}
\cosh\eta_*-1=\frac{(a-2)(a+1)}{a}\simeq\frac{3\delta}{2},
\qquad\text{so}\qquad \eta_*\simeq\sqrt{3\delta}.
\end{equation}
The peaks move apart with a square-root law. Their separation thus grows quickly, but the dip between them does not. To see this, insert $c=a-2/a$ in \eqref{eq:f}. The numerator is $1+ac=a^2-1$, and the sum in the denominator is $a+c=2(a^2-1)/a$. Hence
\begin{equation}
f_*=\frac{a^2}{4(a^2-1)},\qquad
\frac{f(0)}{f_*}=\frac{4(a-1)}{a^2}=1-\left(1-\frac2a\right)^2 .
\label{eq:height}
\end{equation}
The ratio uses $a^2-1=(a-1)(a+1)$, and the last form follows on expanding the square. The dip relative to the peak is therefore $(1-2/a)^2\simeq\delta^2/4$ near threshold. Two maxima can exist mathematically while the depression between them is too shallow to resolve.

Far above threshold the peaks should lie where neighbouring charge states are equally probable. The positive and neutral states balance when $1=2x$, and the neutral and negative states when $2x=x^2e^{-U/kT}$. The corresponding Fermi levels are
\begin{equation}
\mu_{+/0}=E_1-kT\ln2,\qquad \mu_{0/-}=E_1+U+kT\ln2 .
\end{equation}
Their distance is
\begin{equation}
\Delta=U+2kT\ln2 .
\label{eq:delta}
\end{equation}
The spin entropy of the neutral state widens its range by $kT\ln2$ at each end. For large $a$, $\operatorname{arccosh}c\simeq\ln(2c)-1/(4c^2)$, and with $c=a-2/a$ this becomes $\ln(2a)-9/(4a^2)$. The peak separation in energy is therefore
\begin{equation}
2kT\eta_*\simeq\Delta-\frac92\,kT\,e^{-U/kT},
\end{equation}
which approaches $\Delta$ from below. In this limit each peak has $f_*\to1/4$, the value for a single level that is half filled.

The distinction between $U$ and $\Delta$ matters when the threshold is quoted. If the distance between the transition levels is itself called the correlation energy, \eqref{eq:delta} turns the same condition into $\Delta>4kT\ln2$. Neither form is wrong, but the two must not be mixed.

The origin of the logarithm becomes clear if the neutral state is given a general degeneracy $g$. Its weight changes from $2x$ to $gx$, so the formulas above that are written in terms of $a$ and $\eta$ hold with $a=(g/2)e^{U/2kT}$. The condition $a>2$ then reads
\begin{equation}
U>2kT\ln\frac4g .
\end{equation}
For $g=2$ this is the result already found. Without spin degeneracy, $g=1$, the threshold doubles to $4kT\ln2$, and for $g=4$ it is zero. A degenerate neutral state is favoured by entropy and needs less help from the correlation energy.

The capacitance can also be written as the sum of two ordinary single-level peaks when $a\geq1$, that is, when $U\geq0$ for $g=2$. Let $b=\operatorname{arccosh}a$. Then
\begin{equation}
Z=1+2\cosh b\,e^{\eta}+e^{2\eta}=(1+e^{\eta+b})(1+e^{\eta-b}),
\end{equation}
which is the grand sum of two independent levels without spin, at a separation of $2b\,kT$. Each factor contributes a Fermi function to $\langle n\rangle$, and differentiation gives
\begin{equation}
f(\eta)=\frac14\operatorname{sech}^2\frac{\eta+b}{2}
+\frac14\operatorname{sech}^2\frac{\eta-b}{2}.
\label{eq:two}
\end{equation}
At one temperature, the ideal equilibrium capacitance therefore cannot tell a repulsive amphoteric centre from a suitable pair of independent levels. Their separation is not $U$, however. At threshold it is $2kT\operatorname{arccosh}2=2.634\,kT$, whereas $U=1.386\,kT$ and $\Delta=2.773\,kT$. For negative $U$ one has $a<1$, no real $b$ exists, and this representation fails. The charge then passes increasingly in pairs: as $a\to0$, $f\to\operatorname{sech}^2\eta$, a single peak of height 1.

For identical, non-interacting centres in full equilibrium, $C_{it}$ has two maxima exactly when $U>2kT\ln2$, although just above this threshold the dip between them is very shallow. What remains is to put numbers to the result and to see how a spread of levels, the silicon capacitance, interactions between centres and the measuring frequency limit it.

Numerical values quoted here were computed with a short program.
